# Coupling-constant scaling of the correlation energy and the adiabatic-connection integrand, part 2

The problem is to obtain the correlation energy and adiabatic-connection integrand \(W_\lambda\) at coupling \(\lambda\) and fixed density \(n\) from the functional at full coupling. We now examine LDA and PBE at weak coupling and test the relations numerically.

Hartree atomic units are used, with \(N\) electrons, \(\hat T=-\tfrac12\sum_i\nabla_i^2\), \(\hat V_{ee}=\sum_{i<j}1/r_{ij}\), \(n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)\) and \(\Psi_\gamma=\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\dots)\). \(T[\Psi]\) and \(V_{ee}[\Psi]\) are expectation values. \(F_\lambda[n]\) is the minimum of \(\langle\hat T+\lambda\hat V_{ee}\rangle\) over \(\Psi\to n\), attained by \(\Psi^\lambda[n]\); \(v^\lambda[n]\) is the potential holding \(n\) fixed, and \(E_\lambda\) the ground-state energy. \(U\) is the Hartree energy, \(T_s=F_0\), \(V^\lambda=V_{ee}[\Psi^\lambda]\), \(W_\lambda=V^\lambda-U\), \(E_x=\lim_{\lambda\to0^+}W_\lambda\), \(W_{c,\lambda}=W_\lambda-E_x\), \(E_c^\lambda=F_\lambda-T_s-\lambda(U+E_x)\), \(E_c=E_c^1\), \(T_c=T[\Psi^1]-T_s\), \(E_{xc}=E_x+E_c=\int_0^1W_\lambda d\lambda\).

\[
E_c^\lambda[n]=\lambda^2\,E_c[n_{1/\lambda}] . \tag{1}
\]
\[
W_\lambda[n]=\frac{d}{d\lambda}\Big(\lambda^2E_{xc}[n_{1/\lambda}]\Big)
=E_x[n]+2\lambda E_c[n_\gamma]-\frac{dE_c[n_\gamma]}{d\gamma}\bigg|_{\gamma=1/\lambda}. \tag{2}
\]
\[
T[\Psi_\gamma]=\gamma^2T[\Psi],\qquad V_{ee}[\Psi_\gamma]=\gamma V_{ee}[\Psi]. \tag{6}
\]
Up to a constant,
\[
v^\lambda[n](\mathbf r)=\lambda^2\,v^{1}[n_{1/\lambda}](\lambda\mathbf r). \tag{9}
\]
For \(\lambda<\lambda'\), using each minimiser as trial function at the other coupling,
\[
V^{\lambda'}\le\frac{F_{\lambda'}-F_\lambda}{\lambda'-\lambda}\le V^\lambda . \tag{10}
\]
\[
T_c=E_c-W_{c,1}=\frac{dE_c[n_\gamma]}{d\gamma}\bigg|_{\gamma=1}-E_c . \tag{12}
\]

Section 6 assumes \(v\)-representability near \(\lambda=0\), an expansion in \(\lambda\), and a nondegenerate, gapped Kohn–Sham ground state \(|0\rangle\), with excited states \(|k\rangle\), energies \(E_k\), \(v_H=\delta U/\delta n\), \(v_x=\delta E_x/\delta n\):
\[
E_c^{\rm GL2}=-\sum_{k\ne0}\frac{\big|\langle k|\hat V_{ee}-\sum_i(v_H+v_x)(\mathbf r_i)|0\rangle\big|^2}{E_k-E_0}. \tag{13}
\]
\[
\frac{dW_\lambda}{d\lambda}\bigg|_{0}=2E_c^{\rm GL2},\qquad\lim_{\gamma\to\infty}E_c[n_\gamma]=E_c^{\rm GL2}. \tag{14}
\]

For semilocal \(\tilde E=\int f\,d^3r\), with spin densities \(n_s\), \(\sigma_{ss'}=\nabla n_s\cdot\nabla n_{s'}\), \(\bar n_s=\gamma^3n_s\), \(\bar\sigma=\gamma^8\sigma\), and (3) evaluated at these arguments with \(\gamma=1/\lambda\):
\[
W_\lambda=\lambda^4\int d^3r\,\Big[5f-3\sum_s n_s f_{n_s}-8\sum_{s\le s'}\sigma_{ss'}f_{\sigma_{ss'}}\Big], \tag{3}
\]
\[
\tilde E[n_\gamma]=\gamma^{-3}\int d^3x\;f\big(\gamma^3n_s(\mathbf x),\gamma^8\sigma_{ss'}(\mathbf x)\big). \tag{15}
\]
\[
\frac{d\tilde E[n_\gamma]}{d\gamma}=\gamma^{-4}\int d^3x\Big[-3f+3\sum_s\bar n_sf_{n_s}+8\sum_{s\le s'}\bar\sigma_{ss'}f_{\sigma_{ss'}}\Big]. \tag{16}
\]

PBE0, and long-range exchange \(E_x^\omega\) with kernel \(\operatorname{erf}(\omega r)/r\), obey
\[
W_\lambda^{\rm PBE0}=\tfrac14E_x^{\rm exact}+\tfrac34E_x^{\rm PBE}+W_{c,\lambda}^{\rm PBE}. \tag{17}
\]
\[
E_x^{\omega}[n_\gamma]=\gamma E_x^{\omega/\gamma}[n],\qquad\lambda^2E_x^\omega[n_{1/\lambda}]=\lambda E_x^{\lambda\omega}[n],\qquad W^{x}_\lambda=E_x^{\lambda\omega}+\lambda\omega\,\frac{\partial E_x^{\omega'}}{\partial\omega'}\bigg|_{\omega'=\lambda\omega}. \tag{18}
\]

The uniform gas has \(r_s=(3/4\pi n)^{1/3}\), PW92 correlation energy per electron \(\varepsilon_c\), \(w_{c,1}=2\varepsilon_c+r_s\varepsilon_c'\) and \(t_c=\varepsilon_c-w_{c,1}\).

## 9. The weak-coupling end of LDA and PBE

In the local density approximation (15) reads \(E_c^{\rm LDA}[n_\gamma]=\int n\,\varepsilon_c(r_s/\gamma,\zeta)\,d^3x\), where \(\zeta=(n_\uparrow-n_\downarrow)/n\) is unchanged by scaling. PW92 is assembled from functions \(-2A(1+\alpha_1r_s)\ln[1+1/(2A(\beta_1r_s^{1/2}+\beta_2r_s+\dots))]\). As \(r_s\to0\) the logarithm tends to \(-\tfrac12\ln r_s-\ln(2A\beta_1)\), so each function behaves as \(A\ln r_s\) plus a constant. The combination gives \(\varepsilon_c\to c(\zeta)\ln r_s+\text{const}\), and the unpolarised coefficient is set to \(c(0)=c_0=(1-\ln2)/\pi^2=0.031091\) hartree. For an unpolarised density, \(\ln(r_s/\gamma)=\ln r_s-\ln\gamma\) gives, to leading order at large \(\gamma\),

\[
E_c^{\rm LDA}[n_\gamma]\to C-c_0N\ln\gamma,\qquad W_{c,\lambda}^{\rm LDA}\to\frac{d}{d\lambda}\big[\lambda^2(C+c_0N\ln\lambda)\big]=2c_0N\lambda\ln\lambda+(2C+c_0N)\lambda .
\]

The curve starts at zero with a slope that diverges as \(2c_0N\ln\lambda\), in conflict with (14) for a gapped finite system. The nonanalytic term also limits the convergence of Gauss quadrature in \(\lambda\); the substitution \(\lambda=x^2\), \(d\lambda=2x\,dx\), softens it to \(x^3\ln x\), and the program integrates in that variable.

PBE adds to \(\varepsilon_c\) the term

\[
H=a\ln\Big[1+\frac{\beta}{c_0}t^2\frac{1+y}{1+y+y^2}\Big],\qquad a=c_0\phi^3,\qquad y=\frac{\beta}{c_0}\frac{t^2}{X-1},\qquad X=e^{-\varepsilon_c/a},
\]

with \(\phi=\tfrac12[(1+\zeta)^{2/3}+(1-\zeta)^{2/3}]\), \(t=|\nabla n|/(2\phi k_sn)\), \(k_s=(4k_F/\pi)^{1/2}\) and \(k_F=(3\pi^2n)^{1/3}\). Substituting \((\beta/c_0)t^2=y(X-1)\) and \(\varepsilon_c=-a\ln X\), and writing \(g(y)=y(1+y)/(1+y+y^2)\),

\[
\varepsilon_c+H=a\ln\frac{1+(X-1)g}{X}=a\ln\Big[g(y)+\frac{1-g(y)}{X}\Big]. \tag{19}
\]

Under scaling \(|\nabla n|/n\propto\gamma\) and \(k_s\propto\gamma^{1/2}\), so \(t^2\propto\gamma\). At large \(\gamma\), \(X\propto\gamma^{p}\) with \(p=c(\zeta)/a\), so \(1/X\to0\), \(y\propto\gamma^{1-p}\) and (19) tends to \(a\ln g(y)\). From \(g=1-1/(1+y+y^2)\) one has \(g'=(1+2y)/(1+y+y^2)^2\), and dividing \(yg'\) by \(g\),

\[
\frac{d(\varepsilon_c+H)}{d\ln\gamma}\to-\big[c(\zeta)-c_0\phi^3\big]\frac{1+2y}{(1+y)(1+y+y^2)} . \tag{20}
\]

For \(\zeta=0\) the bracket vanishes, \(y\) tends to a finite value at each point, and \(E_c^{\rm PBE}[n_\gamma]\) saturates, so the initial slope is finite. For partial polarisation \(c(\zeta)\) is the PW92 interpolation, which is a different function from \(c_0\phi^3\): the bracket in (20) is positive for small and moderate \(\zeta\), changes sign between \(\zeta=0.8\) and \(0.9\), and vanishes again at \(\zeta=1\). The last factor lies between 0 and 1, so the drift is negative where \(c(\zeta)>c_0\phi^3\); there \(y\) falls slowly towards zero, the factor approaches 1 and the logarithm persists. Where \(c(\zeta)<c_0\phi^3\), \(y\) grows, the factor falls to zero and the contribution saturates.

## 10. Worked example with the exact functional: Hooke's atom

The numerical check, with its output, supplies the numbers in this and the next section, apart from the orbital gap and the sensitivity figures (basis, grid, occupation, parameter digits) quoted in Section 11. Energies are in hartree unless marked.

### 10.1 Reference state

Two electrons in \(v=r^2/8\) separate in \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\) and \(\mathbf u=\mathbf r_1-\mathbf r_2\). With \(r_1^2+r_2^2=2R^2+u^2/2\),

\[
\hat H=\Big[-\tfrac14\nabla_R^2+\tfrac14R^2\Big]+\Big[-\nabla_u^2+\tfrac1{16}u^2+\tfrac1u\Big].
\]

The first bracket is an oscillator of mass 2 and frequency \(1/2\), with ground state \(e^{-R^2/2}\) and energy \(3/4\). For the second, try \(q\,e^{-u^2/8}\) with \(q=1+u/2\). Using \(\nabla^2e^{-u^2/8}=(u^2/16-3/4)e^{-u^2/8}\), \(\nabla^2q=1/u\) and the cross term \(2q'(-u/4)=-u/4\), the bracket acting on the trial function gives \(e^{-u^2/8}[-1/u+u/4+3q/4+q/u]\). Since \(q/u=1/u+1/2\) and \(u/4+1/2=q/2\), this is \(\tfrac54q\,e^{-u^2/8}\). The product \(\Psi\propto(1+u/2)e^{-(r_1^2+r_2^2)/4}\) is nodeless, so it is the singlet ground state, with \(E=3/4+5/4=2\).

The density needs the average of \(q^2=1+u+u^2/4\) over \(\mathbf r_2\) with a Gaussian weight of unit variance per component. The average of \(u^2\) is \(r^2+3\). The average \(h(r)\) of \(u\) obeys \(\nabla^2h=2\langle1/u\rangle=2\operatorname{erf}(r/\sqrt2)/r\), because \(\nabla^2u=2/u\) and the error-function form is the electrostatic potential of that Gaussian. With \(\kappa=\sqrt{2/\pi}\), the candidate \(rh=(r^2+1)\operatorname{erf}(r/\sqrt2)+\kappa re^{-r^2/2}\) has first derivative \(2r\operatorname{erf}(r/\sqrt2)+2\kappa e^{-r^2/2}\) and second derivative \(2\operatorname{erf}(r/\sqrt2)\), as required; it vanishes at the origin and gives \(h-r\to0\) at infinity, which fixes both integration constants. For the norm, \(\mathbf u\) has variance 2 per component, so \(\langle u^2\rangle=6\) and \(\langle u\rangle=\sqrt2\,h(0)=2\sqrt2\kappa=4/\sqrt\pi\). Therefore

\[
n(r)=\frac{2(2\pi)^{-3/2}}{5/2+4/\sqrt\pi}\,e^{-r^2/2}\Big[\frac74+\frac{r^2}4+\Big(r+\frac1r\Big)\operatorname{erf}\frac r{\sqrt2}+\kappa e^{-r^2/2}\Big].
\]

For two electrons \(T_s\) is the von Weizsäcker energy \(\tfrac18\int|\nabla n|^2/n\). It is a lower bound: \(\nabla n=4\operatorname{Re}\int\Psi^*\nabla_1\Psi\,d^3r_2\), the Cauchy–Schwarz inequality gives \(|\nabla n|^2\le16(n/2)\int|\nabla_1\Psi|^2d^3r_2\), and \(T=\iint|\nabla_1\Psi|^2\) for two equivalent electrons. The doubly occupied orbital \(\sqrt{n/2}\) attains it. That determinant has \(\langle\hat V_{ee}\rangle=\iint(n/2)(n/2)/r_{12}=U/2\), so \(E_x=-U/2\) and \(v_H+v_x=v_H/2\). Radial quadrature gives \(T_s=0.635246\), \(U=1.030250\), \(E_x=-0.515125\) and \(\int vn=0.888139\). Since \(F_1=E-\int vn\) and \(U+E_x=U/2\),

\[
E_c=2-0.888139-0.635246-0.515125=-0.038510\ \text{hartree}=-1.048\ \text{eV}.
\]

### 10.2 Computing \(F_\lambda\) at fixed density

For any potential \(v\), the variational principle with trial function \(\Psi^\lambda[n]\) gives \(E_\lambda[v]\le F_\lambda[n]+\int vn\), with equality at \(v=v^\lambda[n]\). For a \(v\)-representable density \(F_\lambda[n]=\max_v\{E_\lambda[v]-\int vn\}\), the Lieb maximisation. With \(v=\sum_tb_tg_t(r)\) and \(\hat G_t=g_t(r_1)+g_t(r_2)\), first- and second-order perturbation theory in \(b_t\) give the gradient \(\langle0|\hat G_t|0\rangle-\int g_tn\) and the Hessian \(-K_{tu}\), \(K_{tu}=2\sum_{k\neq0}\langle0|\hat G_t|k\rangle\langle k|\hat G_u|0\rangle/(E_k-E_0)\). The matrix \(K\) is positive semidefinite, so the Newton step \(K^{-1}\times\)gradient points uphill; the program adds backtracking. The wavefunctions are polynomials in \(r_1+r_2\), \((r_1-r_2)^2\) and \(r_{12}\) times a Gaussian, with the full Coulomb interaction. A finite wavefunction basis raises the computed \(F_\lambda\) and a finite potential basis lowers it, so the result is not a bound. As checks on the machinery the program asserts \(E=2\) to \(10^{-7}\) and \(F_0=T_s\) to \(2\times10^{-5}\); it finds \(F_0=0.635246\).

The left side of (1) is computed at coupling \(\lambda\) and density \(n\). The right side is computed at coupling 1 and density \(n_{1/\lambda}\), with Gaussian and potential exponents shifted away from the scaled values of the first calculation. With exactly scaled bases the matrices of the two problems would be proportional, and agreement would not probe convergence to the functional.

### 10.3 The scaling relation and the integrand

At \(\lambda=0.5\) the left side is

\[
E_c^{0.5}=0.881853-0.635246-0.5\times0.515125=-0.010956 .
\]

On the right, \(F_1[n_2]=3.527411\), and \(T_s[n_2]\), \(U[n_2]\), obtained by quadrature of the scaled density, equal \(4T_s\) and \(2U\) to the asserted \(10^{-8}\). So \(E_c[n_2]=3.527411-2.540984-1.030250=-0.04382\), printed from unrounded inputs as \(-0.043822\), and \(0.25\times(-0.043822)=-0.010956\). At \(\lambda=2\) the left side is \(1.541381-0.635246-1.030250=-0.124115\). On the right, \(E_c[n_{1/2}]=0.385345-0.158812-0.257563=-0.03103\), printed as \(-0.031029\), and four times the unrounded value is \(-0.124115\). The asserted tolerance is \(3\times10^{-5}\). Scaling in the opposite direction, \(\lambda^2E_c[n_\lambda]\) at \(\lambda=0.5\), gives \(-0.007757\), which misses the correct value by 29% of it.

For (2), the derivative \(dE_c[n_\gamma]/d\gamma\) is a finite difference of full-coupling calculations, while \(V^\lambda-U\) is an expectation value at coupling \(\lambda\):

\[
W_{0.5}=-0.515125+2(0.5)(-0.043822)+0.00302=-0.55593,
\]
\[
W_{2}=-0.515125+2(2)(-0.031029)+0.02393=-0.61531,
\]

against expectation values \(-0.55593\) and \(-0.61532\), with tolerance \(10^{-4}\). The finite difference \(dF_\lambda/d\lambda-U\) gives \(-0.55593\) and \(-0.61532\); the argument of (10) carries over to a fixed finite basis, so this last comparison mainly tests the maximisation. Relation (9) is tested on the constant-free difference \(v^\lambda(2.5)-v^\lambda(1)\), with \(r\) in bohr: \(0.5335\) from both sides at \(\lambda=0.5\), and \(0.8901\) against \(0.8900\) at \(\lambda=2\). In this model stronger repulsion needs steeper confinement between these radii to hold the density.

A five-point quadrature of \(V^\lambda-U\) gives \(\int_0^1W_\lambda d\lambda=-0.553635\), equal to \(E_x+E_c=-0.515125-0.038510=-0.553635\) hartree, or \(-15.065\) eV. Equation (12) gives \(T_c=-0.00934+0.03851=0.02917\), and directly \(T-T_s=0.664418-0.635246=0.02917\). The sum over states (13) gives \(E_c^{\rm GL2}=-0.05076\), so (14) predicts a slope \(-0.10152\), and a finite difference of \(V^\lambda\) near zero gives \(-0.10151\). The values of \(E_c[n_\gamma]\) at \(\gamma=\tfrac12,1,2\) are \(-0.031029\), \(-0.038510\), \(-0.043822\), falling towards \(E_c^{\rm GL2}\). The program asserts this ordering for this density; it has not been proved here in general. The magnitude of \(E_c^{\rm GL2}\) exceeds that of the exact \(E_c\) by 32% of the latter.

### 10.4 Approximate curves on the same density

| \(\lambda\) | exact \(W_{c,\lambda}\) | PBE | LDA |
|---|---|---|---|
| 0.25 | −0.02266 | −0.03233 | −0.06178 |
| 0.5 | −0.04081 | −0.05485 | −0.09294 |
| 0.75 | −0.05554 | −0.07248 | −0.11540 |
| 1 | −0.06768 | −0.08691 | −0.13301 |
| 2 | −0.10019 | −0.12669 | −0.17916 |

The exact entry at \(\lambda=1\) is \(0.447443-1.030250+0.515125=-0.06768\), which also equals \(E_c-T_c\). Both approximations lie below the exact curve at every tabulated point, and their ratio to it is largest at the weakest coupling: \(0.03233/0.02266=1.43\) for PBE and \(0.06178/0.02266=2.73\) for LDA at \(\lambda=0.25\), against 1.26 and 1.79 at \(\lambda=2\). For LDA the ratio must grow without limit as \(\lambda\to0\), because \(\lambda\ln\lambda\) is compared with a linear term. The areas up to \(\lambda=1\) are \(-0.05137\) for PBE and \(-0.08619\) for LDA, that is 1.33 and 2.24 times the exact \(E_c\). The approximate curves satisfy (2) and the sum rule by definition and still differ from the exact one by these factors.

## 11. Worked example for a molecule: NO

The density comes from spin-unrestricted PBE in the def2-SVP basis at \(R=1.15\) Å, a bond length chosen as input and not optimised. The odd electron is placed in one of the two \(\pi^*\) orbitals. The total energy is \(-129.66010\), and the grid integrates to 15.0000 electrons. The determinant has kinetic energy 128.99733, \(U=87.60295\) and Fock exchange \(-14.68898\); PBE gives \(E_x=-14.73048\) and \(E_c=-0.49398\) hartree, or \(-13.44\) eV. The digits serve the internal comparisons and describe this basis and grid; they are not converged values. In def2-TZVP, \(E_c\) moves to \(-0.4906\), \(T_c^{\rm PBE}\) from 0.4129 to 0.4114, the PBE0 offset from 0.0104 to 0.0112 and twice the high-density plateau from \(-1.227\) to \(-1.209\); a finer grid moves the last by \(3\times10^{-4}\). The \(^2\Pi\) state is degenerate, and in the broken-symmetry PBE determinant the occupied and empty spin-up \(\pi^*\) orbitals are only about 0.2 eV apart, so the assumptions of Section 6 are not secured and no GL2 value is computed; Sections 3 to 5 and the recipe (3) do not need that assumption.

To test (6), (15) and (18) without using them, the scaled density is built physically. Multiplying every Gaussian exponent by \(\gamma^2\) and dividing the nuclear coordinates by \(\gamma\) turns each normalised basis function into \(\gamma^{3/2}\chi(\gamma\mathbf r)\), so the unchanged density matrix represents the scaled determinant; integrals and the grid are then generated afresh. The ratios to the unscaled values are 0.640000 for the kinetic energy and 0.800000 for \(U\) and Fock exchange at \(\gamma=0.8\), and 1.562500 and 1.250000 at \(\gamma=1.25\), that is \(\gamma^2\) and \(\gamma\). PBE exchange gives 0.80000 and 1.25000. The PBE correlation energies on the new grids, \(-0.47503\) and \(-0.51120\), equal the values from (15) to the printed digits; the asserted tolerance is \(10^{-4}\), set by the two grids. Long-range exchange at \(\omega=0.4\) bohr\(^{-1}\) is \(-3.07717\) unscaled. At \(\gamma=0.8\) the rebuilt value is \(-2.95783\), equal to \(\gamma E_x^{\omega/\gamma}\), while linear scaling would give \(0.8\times(-3.07717)=-2.46174\). At \(\gamma=1.25\) the rebuilt value is \(-3.16941\) against \(-3.84647\).

The integrand follows from \(W_{c,\lambda}=2\lambda E_c[n_\gamma]-dE_c/d\gamma\) with (15) and (16).

| \(\lambda\) | \(E_c[n_{1/\lambda}]\) | \(dE_c/d\gamma\) | \(W_{c,\lambda}\) | \(W^{\rm PBE}_\lambda\) | \(W^{\rm PBE0}_\lambda\) |
|---|---|---|---|---|---|
| 0.25 | −0.57319 | −0.00879 | −0.27781 | −15.00828 | −14.99791 |
| 0.5 | −0.54168 | −0.02831 | −0.51337 | −15.24384 | −15.23347 |
| 0.75 | −0.51585 | −0.05317 | −0.72060 | −15.45108 | −15.44070 |
| 1 | −0.49398 | −0.08108 | −0.90688 | −15.63736 | −15.62698 |

At \(\lambda=0.5\), \(W_c=2(0.5)(-0.54168)+0.02831=-0.51337\), and adding \(E_x^{\rm PBE}\) gives \(-15.2438\). The PBE0 column, evaluated on the PBE determinant, lies above the PBE column by the constant \(\tfrac14(-14.68898+14.73048)=0.0104\), as (17) requires. At \(\lambda=1\), \(W_c=-0.98796+0.08108=-0.90688\), and (12) gives \(T_c^{\rm PBE}=-0.08108+0.49398=0.41290\) hartree, or 11.24 eV. The program asserts, for PBE and LDA correlation on both example densities, that the analytic \(W_{c,\lambda}\) matches a finite difference of \(\lambda^2E_c[n_{1/\lambda}]\) to \(5\times10^{-6}\) at \(\lambda=0.3\) and 1, and that its integral returns \(E_c\) to \(10^{-5}\); for NO the integrals are \(-0.49398\) and \(-1.02459\). It also asserts that the same routine applied to PBE exchange returns \(E_x^{\rm PBE}\) to \(10^{-6}\) at the four tabulated couplings.

The high-density behaviour is measured as the change of \(E_c[n_\gamma]\) between \(\gamma=10^6\) and \(10^7\). On the spin-averaged density, \(n_\uparrow=n_\downarrow=n/2\), LDA changes by \(-1.07383\), and Section 9 predicts \(-c_0N\ln10=-0.031091\times15\times\ln10=-1.0738\). PBE on the same density changes by \(3.0\times10^{-7}\) and has levelled off at \(-0.61337\), compared with \(-0.49663\) at \(\gamma=1\); twice that plateau, \(-1.227\), is the PBE initial slope for the spin-averaged density. The small positive remainder is not explained by (20), which gives zero at leading order; with the PW92 coefficient set exactly to \(c_0\) the change over this decade is \(5.4\times10^{-7}\) and dies out at larger \(\gamma\), as a subleading term does, while the rounded coefficient 0.0310907 adds a lasting \(-2.4\times10^{-7}\) per decade, so the plateau is exact only for the unrounded coefficient. On the true spin densities PBE changes by \(-6.5\times10^{-4}\) over the same decade, 0.06% of the LDA change. The program asserts that this drift is negative, more than ten times the unpolarised remainder and below 1% of the LDA drift. Removing the polarisation removes the drift, as (20) requires, and its sign means that \(c(\zeta)-c_0\phi^3\), weighted as in (20), is positive on this density. A code that estimates the initial slope of an open-shell PBE curve from \(2E_c[n_\gamma]\) at large \(\gamma\) will therefore find a value that still moves by about \(1.3\times10^{-3}\) hartree over that decade for this NO density (\(0.9\times10^{-3}\) if the density is averaged over the two \(\pi^*\) orbitals), and it should report the \(\gamma\) used.

## Computed results

```
Hooke: E = 2.000000 Ha, Vext = 0.888139 Ha, T = 0.664418 Ha, Vee = 0.447443 Ha
Hooke: Ts = 0.635246 Ha, U = 1.030250 Ha, Ex = -0.515125 Ha
Hooke: Ec = -0.038510 Ha = -1.0479 eV; Lieb F_0 = 0.635246 Ha
lam=0.5: F_lam[n] = 0.881853 Ha, F_1[n_1/lam] = 3.527411 Ha
lam=0.5: Ec^lam = -0.010956 Ha, Ec[n_1/lam] = -0.043822 Ha, lam^2 x = -0.010956 Ha
lam=0.5: dEc/dg = -0.00302 Ha, W formula = -0.55593 Ha, <Vee>-U = -0.55593 Ha
lam=0.5: dF/dlam-U = -0.55593 Ha; v(2.5 bohr)-v(1 bohr): 0.5335 vs 0.5335 Ha
lam=2.0: F_lam[n] = 1.541381 Ha, F_1[n_1/lam] = 0.385345 Ha
lam=2.0: Ec^lam = -0.124115 Ha, Ec[n_1/lam] = -0.031029 Ha, lam^2 x = -0.124115 Ha
lam=2.0: dEc/dg = -0.02393 Ha, W formula = -0.61531 Ha, <Vee>-U = -0.61532 Ha
lam=2.0: dF/dlam-U = -0.61532 Ha; v(2.5 bohr)-v(1 bohr): 0.8901 vs 0.8900 Ha
wrong direction, lam=0.5: lam^2 Ec[n_lam] = -0.007757 Ha
int_0^1 W = -0.553635 Ha, Exc = -0.553635 Ha = -15.0652 eV
dEc/dg(1) = -0.00934 Ha, Tc scaling = 0.02917 Ha, T-Ts = 0.02917 Ha
Ec GL2 = -0.05076 Ha, 2 GL2 = -0.10152 Ha, dW/dlam(0) = -0.10151 Ha
Hooke Ec: PBE = -0.05137 Ha, LDA = -0.08619 Ha
Hooke Wc lam=0.25: exact -0.02266, PBE -0.03233, LDA -0.06178 Ha
Hooke Wc lam=0.5: exact -0.04081, PBE -0.05485, LDA -0.09294 Ha
Hooke Wc lam=0.75: exact -0.05554, PBE -0.07248, LDA -0.11540 Ha
Hooke Wc lam=1.0: exact -0.06768, PBE -0.08691, LDA -0.13301 Ha
Hooke Wc lam=2.0: exact -0.10019, PBE -0.12669, LDA -0.17916 Ha
gas rs=2.0 bohr: eps_c = -0.044759, w_c(1) = -0.069319, t_c = 0.024560 Ha/electron
NO UKS-PBE/def2-SVP, R = 1.15 Angstrom: E = -129.66010 Ha, N = 15.0000
NO: Ts = 128.99733, U = 87.60295, Ex exact = -14.68898, Ex PBE = -14.73048 Ha
NO: Ec PBE = -0.49398 Ha = -13.442 eV; long-range Ex (omega=0.4/bohr) = -3.07717 Ha
NO g=0.8: T ratio 0.640000, U ratio 0.800000, Ex exact ratio 0.800000, Ex PBE ratio 0.80000
NO g=0.8: Ec PBE rebuilt -0.47503 Ha, pulled back -0.47503 Ha
NO g=0.8: LR Ex rebuilt -2.95783, g*Ex(omega/g) -2.95783, g*Ex(omega) -2.46174 Ha
NO g=1.25: T ratio 1.562500, U ratio 1.250000, Ex exact ratio 1.250000, Ex PBE ratio 1.25000
NO g=1.25: Ec PBE rebuilt -0.51120 Ha, pulled back -0.51120 Ha
NO g=1.25: LR Ex rebuilt -3.16941, g*Ex(omega/g) -3.16941, g*Ex(omega) -3.84647 Ha
NO: int_0^1 Wc PBE = -0.49398 Ha, LDA = -1.02459 Ha
NO lam=0.25: Ec[n_g] -0.57319, dEc/dg -0.00879, Wc -0.27781, W PBE -15.00828, W PBE0 -14.99791 Ha
NO lam=0.5: Ec[n_g] -0.54168, dEc/dg -0.02831, Wc -0.51337, W PBE -15.24384, W PBE0 -15.23347 Ha
NO lam=0.75: Ec[n_g] -0.51585, dEc/dg -0.05317, Wc -0.72060, W PBE -15.45108, W PBE0 -15.44070 Ha
NO lam=1.0: Ec[n_g] -0.49398, dEc/dg -0.08108, Wc -0.90688, W PBE -15.63736, W PBE0 -15.62698 Ha
NO: Tc PBE = 0.41290 Ha = 11.236 eV
c0 = 0.031091 Ha; g 1e6->1e7: LDA unpol. drift -1.07383 Ha, -c0 N ln10 = -1.07383 Ha
g 1e6->1e7: PBE unpol. drift 3.01e-07 Ha, PBE polarised drift -6.53e-04 Ha
NO unpol. PBE: Ec[n_g=1e7] = -0.61337 Ha, Ec[n] = -0.49663 Ha
```
